# Contact coupling of sodium from a nodeless pseudo-orbital: a referee's comment: a numerical check

```python
"""Claim: the density of a nodeless pseudo-orbital at the nucleus is not the
Fermi contact density. It can be changed at fixed eigenvalue, tail and norm.
Case: sodium 3s, non-relativistic spin-polarised exchange-only LDA.
Symbols (atomic units): u = r*R radial orbital, rv = r*V potential,
contact = |psi(0)|^2 = u'(0)^2/(4 pi), rc = matching radius,
b = free shape parameter of the pseudo-orbital inside rc.
A/g_N = (2/3) mu0 g_e mu_B mu_N * spin density at the nucleus.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import roots_jacobi, eval_legendre
from pyscf import gto, dft

BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
Z = 11

# Legendre-Lobatto mesh mapped to 0 <= r <= R_MAX
N, SCALE, R_MAX = 120, 2.0, 40.0
x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(N, x)
w = 2 / (N * (N + 1) * leg**2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
D = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(D, 0.0)
D[0, 0], D[-1, -1] = -N * (N + 1) / 4, N * (N + 1) / 4
shift = 2 * SCALE / R_MAX
r = SCALE * (1 + x) / (1 - x + shift)
jac = SCALE * (2 + shift) / (1 - x + shift) ** 2
weight = w * jac
stiff = (D.T * (w / jac)) @ D
inn = slice(1, -1)


def solve(rv, l, count):
    """Lowest radial eigenstates; the outer lobe is made positive."""
    s = 1 / np.sqrt(weight[inn])
    h = 0.5 * s[:, None] * stiff[inn, inn] * s[None, :]
    h = h + np.diag(rv[inn] / r[inn] + l * (l + 1) / (2 * r[inn] ** 2))
    e, c = eigh(h, subset_by_index=[0, count - 1])
    u = np.zeros((N + 1, count))
    u[inn] = s[:, None] * c
    return e, u * np.sign((weight * r) @ u)


def contact(u):
    return (D[0] @ u / jac[0]) ** 2 / (4 * np.pi)


def interp(f, radius):
    """Polynomial interpolation of mesh values at one radius."""
    xx = (radius * (1 + shift) - SCALE) / (SCALE + radius)
    d = xx - x
    if np.min(abs(d)) < 1e-14:
        return f[np.argmin(abs(d))]
    q = 1 / (leg * d)
    return (q @ f) / q.sum()


# Mesh test: hydrogen-like ion with the sodium nuclear charge
e_ion, u_ion = solve(-Z * np.ones(N + 1), 0, 1)
assert abs(e_ion[0] + Z**2 / 2) < 1e-5
assert abs(contact(u_ion[:, 0]) / (Z**3 / np.pi) - 1) < 1e-4

# Self-consistent sodium atom; spin 0 = up (holds 3s), spin 1 = down
rv_spin = [-(1 + 10 * np.exp(-2 * r)) for _ in range(2)]
n_s = (3, 2)
for cycle in range(250):
    s_states, radial = [], []
    for spin in range(2):
        e_s, u_s = solve(rv_spin[spin], 0, n_s[spin])
        _, u_p = solve(rv_spin[spin], 1, 1)
        s_states.append((e_s, u_s))
        radial.append((u_s**2).sum(axis=1) + 3 * u_p[:, 0] ** 2)
    total = radial[0] + radial[1]
    hart = np.zeros(N + 1)
    hart[-1] = Z
    source = weight[inn] * total[inn] / r[inn] - stiff[inn, -1] * Z
    hart[inn] = np.linalg.solve(stiff[inn, inn], source)
    change = 0.0
    for spin in range(2):
        rho = np.zeros(N + 1)
        rho[inn] = radial[spin][inn] / (4 * np.pi * r[inn] ** 2)
        rho[0] = contact(s_states[spin][1]).sum()
        new = -Z + hart - r * np.cbrt(6 * rho / np.pi)
        diff = new - rv_spin[spin]
        change += np.sum((weight * total * abs(diff))[inn] / r[inn])
        rv_spin[spin] = rv_spin[spin] + 0.4 * diff
    if change < 1e-7:
        break
assert change < 1e-6, change

rv_ae = rv_spin[0]
eps = s_states[0][0][2]
u_ae = s_states[0][1][:, 2]
c_ae = contact(u_ae)
c_up, c_down = (contact(s_states[k][1]) for k in range(2))
core_pol = c_up[:2].sum() - c_down.sum()
spin_total = c_ae + core_pol

# Nodes and nuclear cusp of the all-electron 3s orbital
near = np.where((r > 0) & (r < 6))[0]
nodes = [brentq(lambda t: interp(u_ae, t), r[i], r[i + 1])
         for i in near[:-1] if u_ae[i] * u_ae[i + 1] < 0]
assert len(nodes) == 2
R_ae = np.empty(N + 1)
R_ae[1:] = u_ae[1:] / r[1:]
R_ae[0] = D[0] @ u_ae / jac[0]
cusp = (D[0] @ R_ae) / jac[0] / R_ae[0]
assert abs(cusp / (-Z) - 1) < 0.01

# Independent Gaussian-basis calculation at the same level of theory
basis = [[0, [0.01 * 2.3**k, 1.0]] for k in range(25)]
basis += [[1, [0.1 * 2.4**k, 1.0]] for k in range(12)]
mol = gto.M(atom="Na 0 0 0", basis={"Na": basis}, spin=1, verbose=0)
mf = dft.UKS(mol)
mf.xc = "lda,"
mf.grids.level = 4
mf.conv_tol = 1e-10
mf.max_cycle = 100
mf.kernel()
assert mf.converged
ao0 = mol.eval_gto("GTOval_sph", np.zeros((1, 3)))[0]
amp_up = ao0 @ mf.mo_coeff[0][:, :6]
amp_down = ao0 @ mf.mo_coeff[1][:, :5]
g_eps = mf.mo_energy[0][5]
g_contact = amp_up[5] ** 2
g_total = np.sum(amp_up**2) - np.sum(amp_down**2)
assert abs(g_eps - eps) < 4e-4
# finite Gaussians round off the cusp, hence per-cent tolerances
assert abs(g_contact / c_ae - 1) < 0.02
assert abs(g_total / spin_total - 1) < 0.03

# Contact field: Biot-Savart sum over the current curl(rho z), mu0 = 1
rho_3s = R_ae**2 / (4 * np.pi)
slope = D @ rho_3s / jac
cos_t, w_t = np.polynomial.legendre.leggauss(12)
field = np.zeros(3)
z_axis = np.array([0.0, 0.0, 1.0])
for ct, wt in zip(cos_t, w_t):
    for phi in 2 * np.pi * np.arange(8) / 8:
        st = np.sqrt(1 - ct**2)
        n = np.array([st * np.cos(phi), st * np.sin(phi), ct])
        current = slope[:, None] * np.cross(n, z_axis)[None, :]
        kernel = np.cross(current, -n)  # r^2 of volume cancels 1/r^2
        field += wt * (2 * np.pi / 8) * (weight @ kernel) / (4 * np.pi)
field_ratio = field[2] / rho_3s[0]
assert abs(field_ratio - 2 / 3) < 1e-4

gl_x, gl_w = np.polynomial.legendre.leggauss(60)


def pseudize(rc, b):
    """Nodeless norm-conserving orbital r*exp(P) and its potential."""
    t, tw = 0.5 * rc * (gl_x + 1), 0.5 * rc * gl_w
    norm_ae = tw @ np.array([interp(u_ae, q) for q in t]) ** 2
    u0 = interp(u_ae, rc)
    g = interp(D @ u_ae / jac, rc) / u0
    v = interp(rv_ae, rc) / rc
    dv = (interp(D @ rv_ae / jac, rc) - v) / rc
    f = 2 * (v - eps)
    target = [np.log(u0 / rc), g - 1 / rc, f - g**2 + 1 / rc**2,
              2 * dv - 2 * g * (f - g**2) - 2 / rc**3]
    even = [Polynomial.basis(k) for k in (0, 2, 4, 6)]
    mat = [[(p.deriv(d) if d else p)(rc) for p in even] for d in range(4)]
    coef = np.linalg.solve(np.array(mat), np.array(target))
    base = sum((c * p for c, p in zip(coef, even)), Polynomial([0.0]))
    y = Polynomial([0.0, 0.0, 1 / rc**2])
    bump = (1 - y) ** 4
    base = base + b * y * bump

    def excess(a):
        return tw @ (t**2 * np.exp(2 * (base + a * bump)(t))) - norm_ae

    P = base + brentq(excess, -30, 30, xtol=1e-12) * bump
    d1, d2 = P.deriv(1), P.deriv(2)
    inside = r < rc
    rv = rv_ae.copy()
    q = r[inside]
    rv[inside] = q * eps + 0.5 * q * (d2(q) + d1(q) ** 2) + d1(q)
    return rv, np.exp(2 * P(0.0)) / (4 * np.pi), norm_ae


def checked_pseudo(rc_angstrom, b):
    """Diagonalise the pseudopotential and compare with its design."""
    rc = rc_angstrom / BOHR
    assert rc > max(nodes)
    rv, c_design, norm = pseudize(rc, b)
    e, u = solve(rv, 0, 1)
    u = u[:, 0]
    # the potential has a curvature jump at rc, which limits mesh accuracy
    assert abs(e[0] - eps) < 1e-4
    assert np.max(abs(u - u_ae)[r > rc]) < 2e-3
    assert abs(contact(u) / c_design - 1) < 0.01
    assert np.all(u[(r > 0) & (r < 10)] > 0)
    return rv, c_design, e[0], norm


mu0_factor = (2 / 3) * const.mu_0 / const.e * 1e30
mu0_factor *= abs(const.physical_constants["electron g factor"][0])
mu0_factor *= const.physical_constants["Bohr magneton"][0]
mu0_factor *= const.physical_constants["nuclear magneton"][0]
dens = 1 / BOHR**3  # bohr^-3 to angstrom^-3


def coupling(c):
    return mu0_factor * c * dens


print("Sodium, exchange-only spin-polarised LDA")
print(f"3s eigenvalue: {eps*HARTREE:.4f} eV")
print(f"3s eigenvalue, Gaussian basis: {g_eps*HARTREE:.4f} eV")
print("3s node radii:", ", ".join(f"{q*BOHR:.4f}" for q in nodes), "angstrom")
print(f"cusp R'(0)/R(0): {cusp:.3f} bohr^-1")
print(f"contact field / (mu0 m(0)): {field_ratio:.5f}")
print(f"all-electron 3s contact density: {c_ae*dens:.4f} angstrom^-3")
print(f"same, Gaussian basis: {g_contact*dens:.4f} angstrom^-3")
print(f"all-electron 3s contact density: {c_ae:.4f} bohr^-3")
print(f"all-electron 3s A/g_N: {coupling(c_ae):.4e} eV")

print("Pseudo-orbitals with b = 0, three matching radii")
scan = []
for rc_a in (1.1, 1.3, 1.5):
    _, c_ps, e_ps, norm = checked_pseudo(rc_a, 0.0)
    scan.append(c_ps)
    print(f"rc {rc_a:.1f} angstrom: eigenvalue {e_ps*HARTREE:.4f} eV")
    print(f"  norm inside rc {norm:.4f}, density {c_ps*dens:.5f} angstrom^-3")
    print(f"  AE/pseudo {c_ae/c_ps:.1f}, A/g_N {coupling(c_ps):.3e} eV")
assert min(c_ae / c for c in scan) > 10

# A changed environment: the same weak confinement for both descriptions
k_conf = 0.05
r_conf = r * (k_conf / HARTREE * BOHR**2) * r**2
e_c, u_c = solve(rv_ae + r_conf, 0, 3)
c_conf = contact(u_c[:, 2])
rise = c_conf / c_ae - 1
print(f"Confinement k r^2, k = {k_conf} eV/angstrom^2")
print(f"3s eigenvalue shift: {(e_c[2]-eps)*HARTREE:.4f} eV")
print(f"all-electron contact density: {c_conf*dens:.4f} angstrom^-3")
print(f"relative change from free atom: {100*rise:.2f} percent")

print("Pseudo-orbitals with rc = 1.3 angstrom, three shapes b")
family = []
for b in (-1.0, 0.0, 1.0):
    rv_ps, c_ps, e_ps, _ = checked_pseudo(1.3, b)
    family.append(c_ps)
    free = contact(solve(rv_ps, 0, 1)[1][:, 0])
    bound = contact(solve(rv_ps + r_conf, 0, 1)[1][:, 0])
    rebuilt = bound * c_ae / free
    error = rebuilt / c_conf - 1
    assert abs(error) < 0.5 * abs(rise)
    print(f"b {b:+.0f}: eigenvalue {e_ps*HARTREE:.4f} eV")
    print(f"  free density {c_ps*dens:.5f} angstrom^-3, AE/ps {c_ae/c_ps:.1f}")
    print(f"  confined pseudo density {bound*dens:.5f} angstrom^-3")
    print(f"  rebuilt {rebuilt*dens:.4f} angstrom^-3, error {100*error:.2f} %")
spread = max(family) / min(family)
assert spread > 1.5
print(f"largest/smallest pseudo density at one rc: {spread:.2f}")

print(f"core polarisation density: {core_pol*dens:.4f} angstrom^-3")
print(f"total spin density at nucleus: {spin_total*dens:.4f} angstrom^-3")
print(f"same, Gaussian basis: {g_total*dens:.4f} angstrom^-3")
print(f"total A/g_N: {coupling(spin_total):.4e} eV")
print("OK")
```

Printed output:

```
Sodium, exchange-only spin-polarised LDA
3s eigenvalue: -2.6319 eV
3s eigenvalue, Gaussian basis: -2.6319 eV
3s node radii: 0.1032, 0.5529 angstrom
cusp R'(0)/R(0): -11.000 bohr^-1
contact field / (mu0 m(0)): 0.66667
all-electron 3s contact density: 5.0881 angstrom^-3
same, Gaussian basis: 5.0733 angstrom^-3
all-electron 3s contact density: 0.7540 bohr^-3
all-electron 3s A/g_N: 2.4953e-06 eV
Pseudo-orbitals with b = 0, three matching radii
rc 1.1 angstrom: eigenvalue -2.6315 eV
  norm inside rc 0.0783, density 0.00689 angstrom^-3
  AE/pseudo 738.1, A/g_N 3.381e-09 eV
rc 1.3 angstrom: eigenvalue -2.6319 eV
  norm inside rc 0.1470, density 0.00350 angstrom^-3
  AE/pseudo 1454.9, A/g_N 1.715e-09 eV
rc 1.5 angstrom: eigenvalue -2.6319 eV
  norm inside rc 0.2339, density 0.00449 angstrom^-3
  AE/pseudo 1133.7, A/g_N 2.201e-09 eV
Confinement k r^2, k = 0.05 eV/angstrom^2
3s eigenvalue shift: 0.2669 eV
all-electron contact density: 5.5948 angstrom^-3
relative change from free atom: 9.96 percent
Pseudo-orbitals with rc = 1.3 angstrom, three shapes b
b -1: eigenvalue -2.6316 eV
  free density 0.00620 angstrom^-3, AE/ps 820.6
  confined pseudo density 0.00694 angstrom^-3
  rebuilt 5.6952 angstrom^-3, error 1.80 %
b +0: eigenvalue -2.6319 eV
  free density 0.00350 angstrom^-3, AE/ps 1454.9
  confined pseudo density 0.00391 angstrom^-3
  rebuilt 5.6863 angstrom^-3, error 1.64 %
b +1: eigenvalue -2.6321 eV
  free density 0.00191 angstrom^-3, AE/ps 2667.6
  confined pseudo density 0.00213 angstrom^-3
  rebuilt 5.6786 angstrom^-3, error 1.50 %
largest/smallest pseudo density at one rc: 3.25
core polarisation density: -0.1407 angstrom^-3
total spin density at nucleus: 4.9474 angstrom^-3
same, Gaussian basis: 4.9331 angstrom^-3
total A/g_N: 2.4263e-06 eV
OK
```
